\section*{The Lieb-Oxford Bound Constrains the Integral, Not the Exchange Energy Density}

\section{The result}

The Lieb-Oxford bound limits the total exchange energy of an atom from below by a multiple of $\int n^{4/3}$. It does not limit the conventional exchange energy density by the same multiple of $n^{4/3}$ at each point. In an atomic tail the ratio of the two densities grows beyond every constant, while the integrated bound is obeyed.

Hartree atomic units are used. Let $n$ be the electron density, $r=|\mathbf r|$ the distance from the nucleus, and
\begin{equation}
U=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad I=\int n^{4/3}\,d^3r .
\end{equation}
For every normalized $N$-electron state with finite $U$ and $I$,
\begin{equation}
\langle V_{ee}\rangle-U\ge -C\,I , \label{LO}
\end{equation}
with $C$ independent of the state. The published value $C=1.68$ is quoted here without proof; a complete proof with $C=2.118$ is given below. For a single determinant $\langle V_{ee}\rangle=U+E_x$, so (\ref{LO}) reads $-E_x\le C\,I$.

For real orbitals $\phi_{i\sigma}$, each occupied once, the conventional energy density is
\begin{equation}
e_x(\mathbf r)=-\frac12\sum_\sigma\sum_{ij}\phi_{i\sigma}(\mathbf r)\phi_{j\sigma}(\mathbf r)\int\frac{\phi_{i\sigma}(\mathbf r')\phi_{j\sigma}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' , \label{ex}
\end{equation}
and its integral is $E_x$. Define the energy per electron $\varepsilon_x=e_x/n$ and the ratio
\begin{equation}
g(\mathbf r)=\frac{-e_x(\mathbf r)}{n(\mathbf r)^{4/3}}=\frac{-\varepsilon_x(\mathbf r)}{n(\mathbf r)^{1/3}},\qquad
\frac{-E_x}{I}=\frac{\int n^{4/3}g\,d^3r}{\int n^{4/3}\,d^3r}. \label{avg}
\end{equation}
The integrated bound says that the average of $g$ with weight $n^{4/3}$ is at most $C$. A pointwise bound would say that $g$ itself is at most $C$. The second statement implies the first, but not conversely.

\section{Counter-example: the hydrogen atom}

The ground state has $n=e^{-2r}/\pi$. The charge inside radius $r$ is
\begin{equation}
q(r)=\int_0^r4s^2e^{-2s}ds=1-e^{-2r}(1+2r+2r^2),
\end{equation}
and the shells outside $r$ contribute $\int_r^\infty4s\,e^{-2s}ds=e^{-2r}(1+2r)$ to the potential. The Hartree potential is therefore
\begin{equation}
v(r)=\frac{q(r)}r+e^{-2r}(1+2r)=\frac1r-e^{-2r}\Big(1+\frac1r\Big).
\end{equation}
With one orbital, (\ref{ex}) reduces to $e_x=-\tfrac12nv$: exchange cancels the self-repulsion. Hence
\begin{equation}
g(r)=\frac{\pi^{1/3}}2\,e^{2r/3}\Big[\frac1r-e^{-2r}\Big(1+\frac1r\Big)\Big]\longrightarrow\frac{\pi^{1/3}}{2r}\,e^{2r/3}, \label{gH}
\end{equation}
which has no upper limit. The integrals are nevertheless finite:
\begin{align}
E_x&=-\frac12\int_0^\infty4r^2e^{-2r}v\,dr=-2\int_0^\infty\big[re^{-2r}-(r+r^2)e^{-4r}\big]dr\notag\\
&=-2\Big[\frac14-\frac1{16}-\frac1{32}\Big]=-\frac5{16},\\
I&=\frac{4\pi}{\pi^{4/3}}\int_0^\infty r^2e^{-8r/3}dr=\frac4{\pi^{1/3}}\cdot2\Big(\frac38\Big)^3=\frac{27}{64\,\pi^{1/3}}=0.28805 .
\end{align}
The average of $g$ is $0.31250/0.28805=1.085$, well below 1.68. Yet $g$ passes 1.68 at $r=2.822$ bohr (1.493 \AA), and at 12 bohr it is 182. A larger constant only moves the crossing: $g$ reaches 2.118 at 3.462 bohr.

The two facts are reconciled by the weight. Beyond the first crossing lie 0.080 electrons, 3.7\% of $E_x$ and 2.0\% of $I$. There $-e_x$ exceeds $1.68\,n^{4/3}$ by an integrated 0.0021 hartree. Inside the crossing it falls short by 0.1735 hartree. The difference, 0.1714 hartree, is the margin $1.68\,I-|E_x|=0.4839-0.3125$. The large values of $g$ sit where $n^{4/3}$ is too small for them to matter. In hydrogen $n^{4/3}g\sim e^{-2r}/(2\pi r)$, which still decays exponentially.

\section{Why every atomic tail behaves this way}

The general statement is as follows. Take a determinant of finitely many orbitals for which the mean of $r$ is finite. Then, wherever $n>0$,
\begin{equation}
g(\mathbf r)\ge\frac1{2(r+R_{\rm occ})\,n(\mathbf r)^{1/3}} , \label{lower}
\end{equation}
with a finite length $R_{\rm occ}$ defined below. Consequently $g\to\infty$ along any path to infinity on which $r\,n^{1/3}\to0$.

To prove it, fix $\mathbf r$ and a spin with $n_\sigma(\mathbf r)=\sum_i\phi_{i\sigma}(\mathbf r)^2>0$, and form
\begin{equation}
\chi(\mathbf r')=\sum_ic_i\,\phi_{i\sigma}(\mathbf r'),\qquad c_i=\frac{\phi_{i\sigma}(\mathbf r)}{\sqrt{n_\sigma(\mathbf r)}},\qquad\sum_ic_i^2=1 .
\end{equation}
Since the orbitals are orthonormal, $\chi$ is normalized. The double sum in (\ref{ex}) is a perfect square:
\begin{equation}
e_x(\mathbf r)=-\frac12\sum_\sigma n_\sigma(\mathbf r)\int\frac{\chi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r' . \label{hole}
\end{equation}
The exchange hole seen by an electron of spin $\sigma$ at $\mathbf r$ is thus $-\chi^2$. It contains minus one electron, and it is built from occupied orbitals, so it stays on the atom however far away $\mathbf r$ is.

The function $1/t$ is convex for $t>0$. Jensen's inequality, with $\chi^2$ as the probability density, gives
\begin{equation}
\int\frac{\chi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r'\ge\frac1{\int\chi(\mathbf r')^2|\mathbf r-\mathbf r'|\,d^3r'}\ge\frac1{r+\int\chi(\mathbf r')^2r'\,d^3r'} ,
\end{equation}
where the last step uses $|\mathbf r-\mathbf r'|\le r+r'$. The remaining mean is $\sum_{ij}c_ic_jM_{ij}$ with $M_{ij}=\int\phi_{i\sigma}r'\phi_{j\sigma}\,d^3r'$. For a unit vector $c$ it cannot exceed the largest eigenvalue of $M$. Let $R_{\rm occ}$ be the larger of these eigenvalues for the two spins. Inserting the bound in (\ref{hole}) and using $\sum_\sigma n_\sigma=n$ gives $-e_x\ge n/[2(r+R_{\rm occ})]$. Division by $n^{4/3}$ gives (\ref{lower}).

If the tail obeys $n\le Ae^{-\alpha r}$, as it does for bound orbitals of an atom in a mean field, then
\begin{equation}
g\ge\frac{e^{\alpha r/3}}{2A^{1/3}(r+R_{\rm occ})} ,
\end{equation}
so the divergence is exponential. The physical reason is a mismatch of lengths. The bound compares $-\varepsilon_x$ with $n^{1/3}$, the inverse of the local spacing of electrons. In the tail the hole is left behind at a distance of about $r$, and $-\varepsilon_x$ falls only as $1/(2r)$, whereas $n^{1/3}$ falls exponentially.

The condition on the tail matters. A uniform electron gas has no tail and its hole moves with the electron. Without spin polarization its ratio is the constant $A_x=\frac34(3/\pi)^{1/3}=0.7386$, and nothing diverges.

\section{Proof of the integrated bound}

The integral is protected by electrostatics. Write $D(f,h)=\frac12\iint f(\mathbf x)h(\mathbf y)/|\mathbf x-\mathbf y|$, so that $U=D(n,n)$. For electrons at $\mathbf x_1,\dots,\mathbf x_N$, replace each point charge by a unit charge $\mu_i$ spread uniformly over a sphere centred at $\mathbf x_i$, with radius
\begin{equation}
R_i=R(\mathbf x_i),\qquad R(\mathbf x)=c\,n(\mathbf x)^{-1/3},\qquad c>0 .
\end{equation}
Points with $n=0$ carry no probability. The potential of $\mu_i$ at $\mathbf z$ is $\min(1/|\mathbf z-\mathbf x_i|,1/R_i)$. It never exceeds that of the point charge, so
\begin{equation}
2D(\mu_i,\mu_j)\le\int\frac{\mu_j(\mathbf z)}{|\mathbf z-\mathbf x_i|}\,d^3z=\min\Big(\frac1{|\mathbf x_i-\mathbf x_j|},\frac1{R_j}\Big)\le\frac1{|\mathbf x_i-\mathbf x_j|} .
\end{equation}
The self-energy of a shell is $D(\mu_i,\mu_i)=1/(2R_i)$. With $\rho=\sum_i\mu_i$,
\begin{equation}
\sum_{i<j}\frac1{|\mathbf x_i-\mathbf x_j|}\ge\sum_{i<j}2D(\mu_i,\mu_j)=D(\rho,\rho)-\sum_i\frac1{2R_i} .
\end{equation}
In Fourier space $D(f,f)$ is an integral of $|\hat f(\mathbf k)|^2/k^2$ with a positive factor, so $D(\rho-n,\rho-n)\ge0$. Expanding this gives $D(\rho,\rho)\ge2D(\rho,n)-U$.

Now average over the state. A sum $\sum_if(\mathbf x_i)$ becomes $\int nf$, hence
\begin{equation}
\langle2D(\rho,n)\rangle=\iint n(\mathbf x)n(\mathbf y)\min\Big(\frac1{|\mathbf x-\mathbf y|},\frac1{R(\mathbf x)}\Big)=2U-L,
\end{equation}
\begin{equation}
L=\iint n(\mathbf x)n(\mathbf y)\Big[\frac1{|\mathbf x-\mathbf y|}-\frac1{R(\mathbf x)}\Big]_+ ,
\end{equation}
where $[\,\cdot\,]_+$ keeps positive values and replaces negative ones by zero. The averaged self-energy is $S=\int n/(2R)=I/(2c)$. Altogether
\begin{equation}
\langle V_{ee}\rangle\ge(2U-L)-U-S=U-L-S . \label{LS}
\end{equation}

It remains to bound $L$. Let $d=|\mathbf x-\mathbf y|$. Where $n(\mathbf y)\le n(\mathbf x)$, replace $n(\mathbf y)$ by $n(\mathbf x)$ and integrate over $\mathbf y$:
\begin{equation}
n(\mathbf x)^2\int_0^R4\pi d^2\Big(\frac1d-\frac1R\Big)dd=\frac{2\pi}3R^2n(\mathbf x)^2=\frac{2\pi}3c^2n(\mathbf x)^{4/3} .
\end{equation}
Where $n(\mathbf y)>n(\mathbf x)$, fix $\mathbf y$ and put $a=n(\mathbf y)$, $b=ca^{-1/3}$, $t=n(\mathbf x)<a$. The integrand is $a$ times the positive part of $h(t)=t/d-t^{4/3}/c$, which is at most its maximum over $0\le t\le a$. The derivative $1/d-4t^{1/3}/(3c)$ vanishes at $t^{1/3}=3c/(4d)$, where $h=t/(4d)=27c^3/(256d^4)$. This point lies in the allowed range when $d\ge3b/4$. For smaller $d$ the maximum is at $t=a$ and equals $a(1/d-1/b)$. The integral over $\mathbf x$ is therefore at most $a$ times
\begin{align}
&4\pi a\int_0^{3b/4}\Big(d-\frac{d^2}b\Big)dd+\frac{27\pi c^3}{64}\int_{3b/4}^\infty\frac{dd}{d^2}\notag\\
&\quad=4\pi ab^2\Big(\frac9{32}-\frac9{64}\Big)+\frac{9\pi c^3}{16\,b}=\frac{9\pi}8c^2a^{1/3} .
\end{align}
Adding the two regions,
\begin{equation}
L\le\Big(\frac{2\pi}3+\frac{9\pi}8\Big)c^2I=\frac{43\pi}{24}c^2I .
\end{equation}
With (\ref{LS}) this proves (\ref{LO}) with $C(c)=\frac{43\pi}{24}c^2+\frac1{2c}$. The minimum satisfies $c^3=6/(43\pi)$, so $c=0.3541$ and $C=3/(4c)=2.118$.

Nowhere does the proof compare energy densities at one point. The positivity of $D(\rho-n,\rho-n)$ is a statement about all space, and the second part of $L$ moves weight from the dilute point $\mathbf x$ to the dense point $\mathbf y$. For hydrogen $L+S=0.0848+0.4067=0.4915$ hartree, which lies between $|E_x|=0.3125$ and $2.118\,I=0.610$, as it must.

\section{A second case: beryllium, with a check on boron}

Beryllium has two occupied shells. The values below are from restricted Hartree-Fock, which omits correlation, in a radial basis with exponential tails. The integrated ratio is $2.66691/3.13101=0.852$.
\begin{center}
\begin{tabular}{rrrr}
$r$ (bohr) & $g$, H & $g$, Be & $-\varepsilon_x$, Be (hartree)\\
1 & 1.040 & 1.090 & 0.3731\\
3 & 1.786 & 0.910 & 0.1549\\
6 & 6.663 & 2.007 & 0.0832\\
9 & 32.83 & 5.952 & 0.0556\\
12 & 181.9 & 20.34 & 0.0417
\end{tabular}
\end{center}
The last row is the most sensitive to the basis: 25 radial functions give $g=20.35$ for beryllium, and the converged value is 20.34. In beryllium $g$ is not monotonic: it is lower at 3 bohr than at 1 bohr. It crosses 1.68 at 5.436 bohr (2.877 \AA). The excess outside is 0.0008 hartree against a slack of 2.594 hartree inside, and 0.16\% of $E_x$ comes from beyond the crossing.

The lower bound (\ref{lower}) can be read at 12 bohr, where $R_{\rm occ}=2.654$ bohr and $n^{1/3}=(8.59\times10^{-9})^{1/3}=0.002048$. It gives $g\ge1/(2\times14.654\times0.002048)=16.7$; the computed value is 20.3.

The growth rate follows from the outermost orbital. Far out, the nucleus and the Hartree potential cancel to leading order, and the exchange of the $2s$ orbital with itself leaves an attraction $-1/r$. The product of $1s$ and $2s$ has zero total charge by orthogonality and is spherical, so its potential, and with it the cross exchange, is exponentially small. The radial function $u=r\phi_{2s}$, up to a constant, then obeys $u''=(\kappa^2-2/r)u$ with $\kappa=\sqrt{-2\varepsilon_{2s}}$. Inserting $u=r^\beta e^{-\kappa r}$ gives $u''/u=\kappa^2-2\kappa\beta/r+O(r^{-2})$, hence $\beta=1/\kappa$ and $n\propto u^2/r^2=r^{2/\kappa-2}e^{-2\kappa r}$. With $-\varepsilon_x\to1/(2r)$,
\begin{equation}
\frac{d\ln g}{dr}=-\frac1r-\frac13\frac{d\ln n}{dr}\simeq\frac{2\kappa}3-\frac1r\Big[1+\frac23\Big(\frac1\kappa-1\Big)\Big] .
\end{equation}
For $\varepsilon_{2s}=-0.30927$ hartree, $\kappa=0.7865$ and the law gives $0.5243-1.1810/12=0.4259$ bohr$^{-1}$ at 12 bohr. The converged slope is 0.42485, lower by 0.25\% of the law; a basis of 25 radial functions gives 0.4246. The dropped term accounts for the gap. With $u=r^\beta e^{-\kappa r}(1+a/r)$ the order $r^{-2}$ fixes $a=-\beta(\beta-1)/(2\kappa)=-0.2195$. This adds $2a/(3r^2)=-0.0010$ to the slope and gives 0.4249.

Boron, with an open $p$ shell, was treated in unrestricted Hartree-Fock with the def2-TZVP basis. Inequality (\ref{lower}) requires $-2(r+R_{\rm occ})\varepsilon_x\ge1$. Over the grid points with $n>10^{-12}$ bohr$^{-3}$ the smallest value is 1.17. This number depends on the basis. The quantity tends to 1 at large $r$, and bases with diffuse functions (aug-cc-pVTZ, aug-cc-pVQZ), which keep $n>10^{-12}$ bohr$^{-3}$ farther out, give 1.12. The integrated ratio is 0.851, while $g$ reaches about 3.9 where $n$ falls to $10^{-5}$ bohr$^{-3}$, in the nodal plane of the $p$ orbital near 6.0 bohr. The largest value on the points of a coarse integration grid is 3.77. No decay rate is read from this case, because Gaussian functions fall too fast at large $r$.

\section{The ratio depends on the choice of energy density}

Any function that integrates to zero may be added to $e_x$ without changing $E_x$, but it changes $g$. For hydrogen, $\nabla^2v=-4\pi n$ and an integration by parts, whose surface term vanishes as $1/r$, give
\begin{equation}
E_x=-\frac12\int nv\,d^3r=\frac1{8\pi}\int v\nabla^2v\,d^3r=-\frac1{8\pi}\int|\nabla v|^2\,d^3r .
\end{equation}
The field density $-|\nabla v|^2/(8\pi)$ tends to $-1/(8\pi r^4)$. Its ratio to $n^{4/3}$ grows as $e^{8r/3}/r^4$, faster than (\ref{gH}): at 6 bohr it is about 1254, against 6.66 for the conventional choice. At the other extreme, the density $E_x\,n^{4/3}/I$ has the constant ratio 1.085 and obeys the bound at every point. Whether the bound is violated pointwise thus depends on which energy density is chosen, not on the energy: the conventional and the field densities violate it in the tail, and the last one does not.

\section{What this means for density functionals}

A generalized gradient approximation for an unpolarized system has $e_x=-A_xF\,n^{4/3}$ with an enhancement factor $F$. PBE keeps $F\le1.804$, which caps its ratio at $1.804\times0.7386=1.332$. For a spin-polarized density the exchange energy is $\frac12E_x[2n_\uparrow]+\frac12E_x[2n_\downarrow]$, and since $n_\uparrow^{4/3}+n_\downarrow^{4/3}\le n^{4/3}$,
\begin{equation}
-E_x\le1.332\cdot\tfrac12\,2^{4/3}\int\big(n_\uparrow^{4/3}+n_\downarrow^{4/3}\big)d^3r\le2^{1/3}\cdot1.332\,I=1.68\,I .
\end{equation}
The cap is a sufficient condition for the integrated bound. It is not a property that the conventional energy density shares. On the beryllium density at 9.005 bohr, PBE has $g=1.329$ and Hartree-Fock exchange has 5.964.

The totals differ far less: $-2.6358$ hartree for PBE and $-2.6669$ for Hartree-Fock, a shortfall of 0.0311 hartree or 1.2\% of the latter. The region beyond 5.436 bohr holds $0.00159\times2.6669=0.0042$ hartree of exchange when the conventional density is used to assign it. The PBE density is negative there too, so the difference between the two densities in that region contributes at most this much to the shortfall. A good total does not certify the energy density. This matters when the density itself is used, as in a local hybrid that mixes exact and approximate exchange point by point: if the exact ingredient is the conventional density and the approximate one has a bounded enhancement factor, as PBE has, the two differ without limit, relative to $n^{4/3}$, in the tail.

The computed values for all three atoms are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
shell parameter c = 0.3541
proved constant C = 2.1178; published C = 1.68
LDA exchange coefficient A_x = 0.7386
H: E_x = -0.31250 hartree = -8.504 eV
H: I = 0.28805; -E_x/I = 1.0849
H: L = 0.0848, S = 0.4067 hartree
H: R_occ = 1.5000 bohr
H: g = 1.68 at r = 2.822 bohr = 1.493 angstrom
H: g = 2.1178 at r = 3.462 bohr
H: beyond first crossing: 0.0798 electrons
H: share beyond it: E_x 3.735 %, I 1.985 %
H: excess outside 0.00206, slack inside 0.17349 hartree
H: r=1 bohr n=4.308e-02 bohr^-3 eps_x=-0.36466 hartree g=1.0403
H: r=3 bohr n=7.890e-04 bohr^-3 eps_x=-0.16501 hartree g=1.7858
H: r=6 bohr n=1.956e-06 bohr^-3 eps_x=-0.08333 hartree g=6.6634
H: r=9 bohr n=4.848e-09 bohr^-3 eps_x=-0.05556 hartree g=32.8255
H: r=12 bohr n=1.202e-11 bohr^-3 eps_x=-0.04167 hartree g=181.9120
H: field-energy integral = 0.31250 hartree, of which 0.01250 beyond 40 bohr
H: field ratio at r = 6.00 bohr: 1254.29
Be: E_x = -2.66691 hartree = -72.570 eV
Be: I = 3.13101; -E_x/I = 0.8518
Be: L = 0.9155, S = 4.4206 hartree
Be: R_occ = 2.6539 bohr
Be: g = 1.68 at r = 5.436 bohr = 2.877 angstrom
Be: g = 2.1178 at r = 6.164 bohr
Be: beyond first crossing: 0.0525 electrons
Be: share beyond it: E_x 0.159 %, I 0.065 %
Be: excess outside 0.00083, slack inside 2.59401 hartree
Be: r=1 bohr n=4.013e-02 bohr^-3 eps_x=-0.37314 hartree g=1.0899
Be: r=3 bohr n=4.930e-03 bohr^-3 eps_x=-0.15486 hartree g=0.9099
Be: r=6 bohr n=7.123e-05 bohr^-3 eps_x=-0.08321 hartree g=2.0073
Be: r=9 bohr n=8.130e-07 bohr^-3 eps_x=-0.05555 hartree g=5.9522
Be: r=12 bohr n=8.588e-09 bohr^-3 eps_x=-0.04167 hartree g=20.3467
Be: HF energy radial -14.57302, Gaussian -14.57300 hartree
Be: Gaussian-basis E_x = -2.66692 hartree
Be: eps_2s = -0.30927 hartree, kappa = 0.7865 bohr^-1
Be: d ln g/dr at 12 bohr: 0.4246, law 0.4259 bohr^-1
Be: PBE E_x = -2.63580 hartree; cap on g = 1.3324
Be: at r = 9.01 bohr g PBE 1.3292, exact exchange 5.9639
B: E_x = -3.7695 hartree; -E_x/I = 0.8513
B: R_occ = 2.181 bohr; min of -2(r+R_occ)eps_x = 1.1732
B: largest g where n > 1e-5 bohr^-3: 3.767
\end{verbatim}
